# Why a 50:50 styrene–MMA brush is not automatically neutral to PS-PMMA

**Question**

I want perpendicular lamellae from a symmetric PS-PMMA diblock, so I planned to graft a random styrene–methyl methacrylate brush with equal numbers of the two monomers. Each block should then meet as many friendly as unfriendly units. Yet interfacial-energy measurements put the balance near 60 mole percent styrene. Is the symmetry argument wrong? And if a film on a 50:50 brush does come out perpendicular, doesn't that prove that the brush is neutral?

**Answer**

Neutrality is a condition on energies:

$$\Delta\gamma=\gamma_{\rm S}-\gamma_{\rm M}=0 ,$$

where $\gamma_{\rm S}$ and $\gamma_{\rm M}$ are the PS/brush and PMMA/brush interfacial tensions. Positive $\Delta\gamma$ means that PMMA wets the brush. Equal composition guarantees neutrality if exchanging the two monomers leaves the whole problem unchanged. Real brushes need not have that symmetry, and a small departure from it matters. A perpendicular film does not prove neutrality either, because film thickness can hide an imbalance.

**What the symmetric theory predicts**

Treat the brush as a thick melt of random copolymer with styrene volume fraction $\phi$. In mean field, with contact energies $e_{ij}$, the mean energy of a contact at local styrene fraction $s$ is

$$s^2e_{SS}+2s(1-s)e_{SM}+(1-s)^2e_{MM}.$$

Using $s^2=s-s(1-s)$ and $(1-s)^2=(1-s)-s(1-s)$, this becomes

$$s\,e_{SS}+(1-s)e_{MM}+2s(1-s)\left[e_{SM}-\tfrac12(e_{SS}+e_{MM})\right].$$

The linear part depends only on the total amounts of material, so it cannot contribute to an interfacial excess. Unequal cohesion of the two polymers therefore does not by itself shift the balance in this model. The rest gives the usual energy $\chi s(1-s)$, in units of $kT$ per repeat unit.

Now mix a fraction $u$ of PS with a fraction $1-u$ of copolymer. Then $s=\phi+(1-\phi)u$ and $1-s=(1-\phi)(1-u)$, so

$$\chi s(1-s)=\chi\phi(1-\phi)(1-u)+\chi(1-\phi)^2u(1-u).$$

The first term is the energy of the unmixed copolymer. The second is the mixing energy, with effective parameter $\chi_e=\chi(1-\phi)^2$. Exchanging the monomers gives $\chi_e=\chi\phi^2$ for PMMA.

For long Gaussian chains of segment length $b$, a density variation costs $(b^2/6)(d\sqrt u/dz)^2=(b^2/24)u'^2/u$ per repeat unit. Adding the same cost for $1-u$, and writing $v$ for the mean repeat volume, gives

$$\gamma=\frac{kT}{v}\int dz\left[\frac{b^2u'^2}{24u(1-u)}+\chi_eu(1-u)\right].$$

The integrand has the form $A^2+B^2\ge2AB$, and $2AB=2b\sqrt{\chi_e/24}\,u'$. Since $u$ runs from 0 to 1, the minimum is

$$\gamma=\frac{kTb}{v}\sqrt{\frac{\chi_e}{6}} .$$

It is reached when $A=B$, that is, for $u=\frac12[1+\tanh(2z/w)]$ with $w=2b/\sqrt{6\chi_e}$. If $\gamma_0$ is the PS/PMMA tension, obtained with $\chi_e=\chi$, then

$$\gamma_{\rm S}=\gamma_0(1-\phi),\qquad \gamma_{\rm M}=\gamma_0\phi,\qquad \Delta\gamma=\gamma_0(1-2\phi).$$

In the opposite picture of a sharp contact, the tension is proportional to $\chi_e$. With the same value $\gamma_0$ for the pure pair, the difference is $\gamma_0[(1-\phi)^2-\phi^2]=\gamma_0(1-2\phi)$ again.

So the symmetric answer is $\phi=1/2$, but by volume. The compositions in your question are mole fractions. A styrene mole fraction $x$ corresponds to

$$\phi=\frac{xV_S}{xV_S+(1-x)V_M}.$$

With rough repeat volumes $V_S=0.18$ and $V_M=0.15$ nm³, $\phi=1/2$ requires $x=0.15/0.33=0.455$. The volume correction moves the prediction away from 0.60. At $x=0.50$ this theory even says that PS should wet the brush slightly, whereas a measured balance at 0.60 implies that PMMA does.

**How little asymmetry is needed**

Near the balance, represent everything missing from the symmetric theory by a constant preference $\delta$:

$$\Delta\gamma=\gamma_0(1-2\phi)+\delta .$$

Setting this to zero at the measured balance $\phi^*$ gives $\delta=\gamma_0(2\phi^*-1)$, and substituting back gives

$$\Delta\gamma=2\gamma_0(\phi^*-\phi).$$

Take rough PS-PMMA values at 180 °C: $\chi=0.037$, $b=0.70$ nm and $v=0.165$ nm³. The tension formula gives $\gamma_0=2.08$ mN/m. This is a long-chain model value, and measured PS/PMMA tensions near this temperature are lower, so the ratios to $\gamma_0$ below are more meaningful than the values in mN/m. Taking $x^*=0.60$ as a rough measured input,

$$\phi^*=\frac{0.108}{0.168}=0.643,\qquad \delta=0.286\,\gamma_0\approx0.60\ {\rm mN/m}.$$

That is about 2% of a typical polymer surface tension, roughly 30 mN/m. The balance is delicate because $\gamma_0$ is itself small. At $x=0.50$, $\phi=0.545$ and $\Delta\gamma\approx0.195\gamma_0=0.41$ mN/m in favour of PMMA.

A constant $\delta$ cannot hold at all compositions, since PS against a pure PS melt should have no tension. As a second description, let $\chi$ be multiplied by $1+a(1-2s)$. I subtracted the energy of the unmixed components, repeated the $2AB$ integral numerically, and chose $a$ to put the balance at $x=0.60$. This gives $a=-0.41$ and, at $x=0.50$, $\Delta\gamma=0.23\gamma_0$, with $\gamma_0$ the PS/PMMA tension of the same description. A composition-dependent $\chi$ is thus sufficient to produce the shift, but the fit does not show that it is the cause. Monomer sequence, grafting, end groups and contact with the substrate are other candidates.

Two effects look too small. If the squared-gradient coefficient of PMMA is 10% larger than that of PS, with linear interpolation for the copolymer, solving for equal tensions numerically moves the neutral $\phi$ by only $-0.006$. A van der Waals preference through a brush of thickness $d$ is about $A_H/(12\pi d^2)$. A difference $A_H=10^{-20}$ J at $d=8$ nm gives 0.004 mN/m. A silicon substrate could make it two or three times larger, which is still far below $\delta$.

**Why a 50:50 brush can still appear to work**

A parallel film must fit its layers into the available thickness, and this strain can outweigh a wetting preference. To find its cost, consider a diblock of $N$ units in lamellae of period $L$. Unit area of one period has volume $L$, so it holds $L/(Nv)$ chains and two interfaces. The interfacial area per chain is therefore $2Nv/L$.

For the stretching, consider a block of $n$ units in a layer of height $h$. In strong segregation, a chain whose free end is at $z_0$ follows

$$\frac{dz}{dn'}=\frac{\pi}{2n}\sqrt{z_0^2-z^2},$$

with $n'$ counting units along it. Integrating $dn'/dz$ from 0 to $z_0$ gives $n$ units for every $z_0$, as required. The end distribution $g(z_0)=z_0/(h\sqrt{h^2-z_0^2})$ fills the layer uniformly, because

$$\int_z^h g\,\frac{dn'}{dz}\,dz_0=\frac{2n}{\pi h}\int_z^h\frac{z_0\,dz_0}{\sqrt{(h^2-z_0^2)(z_0^2-z^2)}}=\frac nh .$$

The last integral equals $\pi/2$. The stretching energy of one chain is

$$\frac{3kT}{2b^2}\int_0^{z_0}\frac{dz}{dn'}dz=\frac{3\pi^2kTz_0^2}{16nb^2}.$$

The average of $z_0^2$ over $g$ is $2h^2/3$, so the mean is $\pi^2kTh^2/(8nb^2)$. Two blocks with $n=N/2$ and $h=L/4$ give

$$F=\frac{2Nv\gamma_0}{L}+\frac{\pi^2kTL^2}{32Nb^2}.$$

Setting $dF/dL=0$ makes the first term twice the second at the preferred period $L_0$:

$$L_0^3=\frac{32}{\pi^2\sqrt6}\,\chi^{1/2}N^2b^3 .$$

For $N=500$, $L_0=27.95$ nm. With $\lambda=L/L_0$, the energy is $F=(Nv\gamma_0/L_0)(2/\lambda+\lambda^2)$. A film of thickness $t$ has $t/(Nv)$ chains per area, so its strain cost per area is

$$E_m=\gamma_0\frac{t}{L_0}\left(\frac2\lambda+\lambda^2-3\right),\qquad \lambda=\frac{2t}{mL_0},$$

where $m$ is the number of half-periods.

Hold the thickness uniform and the top surface neutral. A perpendicular film pays the average brush tension $(\gamma_{\rm S}+\gamma_{\rm M})/2$. A parallel film puts the favoured block on the brush and saves $|\Delta\gamma|/2$. Perpendicular lamellae therefore win if

$$|\Delta\gamma|<2\min_mE_m .$$

When $t$ is a whole number of half-periods, the right side is zero and any preference selects parallel layers in this estimate, which compares only the two ideal morphologies and ignores both mixed structures and the line energy where perpendicular interfaces meet the surfaces. Frustration peaks where $m$ and $m+1$ half-periods cost the same. With $\tau=t/L_0$,

$$\frac m\tau+\frac{4\tau^2}{m^2}=\frac{m+1}{\tau}+\frac{4\tau^2}{(m+1)^2}
\quad\Rightarrow\quad \tau^3=\frac{m^2(m+1)^2}{4(2m+1)}.$$

The first three peaks from $m=2$ are:

| $t$ (nm) | tolerated $\lvert\Delta\gamma\rvert/\gamma_0$ |
|---|---|
| 34.0 | 0.301 |
| 48.2 | 0.215 |
| 62.4 | 0.167 |

The 50:50 brush has 0.195 or 0.230, depending on the description. In this strong-segregation estimate, both pass at 34 nm, both fail at 62 nm, and they disagree at 48 nm. Around the first of these peaks, the perpendicular band runs from 32.8 to 35.6 nm with the constant offset, and from 33.3 to 35.0 nm with the skewed $\chi$.

These thresholds are optimistic, because $\chi N$ is only 18.5. Full self-consistent field theory of the bulk lamellae, with the same parameters, gives $L_0\approx25$ nm and a tolerance of only about $0.18\gamma_0$ at the corresponding first peak, near 31 nm. Both descriptions of the 50:50 brush would then fail there, although half the imbalance would still be hidden. The table therefore shows how frustration can mask a preference, not that this particular brush must pass at 34 nm.

For thick films, put $\lambda=1+\epsilon$. Then $2/\lambda+\lambda^2-3\approx3\epsilon^2$, and the worst misfit is $\epsilon\approx L_0/(4t)$. The tolerated preference is thus about $3\gamma_0L_0/(8t)$. It falls with thickness, while the brush preference stays fixed. At 62.4 nm the constant-offset description allows $x$ from about 0.51 to 0.69, so 50:50 lies just outside.

**How far to trust the numbers**

These are rough parameters for a real lithographic system, and the thick-melt picture of the brush is the weakest assumption. Against a 50:50 brush, the PS interface would be $w=6.5$ nm wide, comparable with a typical 8 nm brush. For chains of 500 units, $\chi_eN$ is only 3.8. For the 250-unit blocks the same product is 1.9, below the value of 2 at which a symmetric blend separates. The long-chain brush tensions are therefore not quantitative here, and the slope of $\Delta\gamma$ with composition could differ appreciably. For example, self-consistent field theory of 500-unit melts in the one-$\chi$ model gives $\Delta\gamma=-0.135\gamma_0$ at $x=0.50$ instead of the long-chain $-0.091\gamma_0$, about 1.5 times larger. With the constant offset and the strong-segregation strain cost, every film thicker than 56 nm is parallel on a 50:50 brush. This is an upper bound on where the perpendicular bands end, taken at the first whole number of half-periods after the last band. Halving $\Delta\gamma$ at 50:50 raises the bound to 112 nm, which moves the failure without removing it.

Finite length matters less for the pure pair, but it is not negligible. Including the mixing entropy of 500-unit homopolymers in the interface integral lowers $\gamma_0$ by about 9%. Self-consistent field theory, which also accounts for chain ends, lowers it by 14% for 500 units and by 27% for 250 units. A top-surface preference of 0.10 mN/m lowers the tolerated values at 34 and 62 nm to 0.25 and 0.12. Films that can form islands and holes may also escape the strain by choosing commensurate local thicknesses, which weakens the protection further.

For your process, treat 60 mole percent as a starting point for that brush chemistry, thickness and anneal. Compare compositions at several film thicknesses, including some near whole numbers of half-periods, where frustration gives the least help. Use both odd and even numbers, because a top-surface preference can cancel that of the brush for one parity, but not for both. A perpendicular result at one frustrated thickness bounds $|\Delta\gamma|$; it does not show that $\Delta\gamma$ is zero.

All numerical values are calculated from the stated model.
